# Zero-phonon lines: T⁷ width and T⁴ shift from Debye phonons, part 1

(Sections cited here and not found follow in the second part.)

## First half: linear coupling, and the mean effect of quadratic coupling

### Result

A defect in a three-dimensional crystal can absorb light in a sharp zero-phonon line. Let $\varepsilon$ be the strain at the defect, and let the excited state differ from the ground state by the lattice energy

$$V=D\varepsilon+\tfrac12K\varepsilon^2 .$$

For harmonic acoustic phonons and isolated, nondegenerate electronic levels:

- The linear term $D$ takes weight from the line but gives it no width at any temperature.
- The quadratic term $K$, at leading order and far below the Debye temperature, gives a full width at half maximum $\Gamma$ (an angular frequency) and a shift $\delta E$ from the zero-temperature position:

$$\Gamma=\frac{K^2}{8\pi^3\rho^2v_s^{10}}\,\frac{16\pi^6}{21}\left(\frac{kT}{\hbar}\right)^{7},\qquad
\delta E=\frac{\pi^2\hbar K}{60\,\rho v_s^5}\left(\frac{kT}{\hbar}\right)^{4}.$$

Here $\rho$ is the density and $v_s$ an effective sound speed, defined below. The derivation starts with one oscillator and goes on to a continuum.

### What makes a line sharp

In the ground state the lattice Hamiltonian is $H_g=\sum_q\hbar\omega_q(b_q^\dagger b_q+\frac12)$, and in the excited state it is $H_e=H_g+V$. The electronic energy difference at zero strain is $E_0$. The optical matrix element is taken as independent of the lattice. Absorption starts from lattice states $m$ with thermal probabilities $p_m$ and ends in eigenstates $n$ of $H_e$, so the golden rule gives the normalized spectrum

$$I(\omega)=\sum_{mn}p_m|\langle n|m\rangle|^2\,\delta\!\left(\omega-\frac{E_0+E_n-E_m}{\hbar}\right).$$

Writing the delta function as $\frac1{2\pi}\int e^{i(\dots)t}dt$ and summing over the states gives

$$I(\omega)=\frac1{2\pi}\int_{-\infty}^{\infty}\!dt\,e^{i(\omega-E_0/\hbar)t}\,C(t),\qquad
C(t)=\langle e^{iH_gt/\hbar}e^{-iH_et/\hbar}\rangle .$$

The average is thermal in the ground state. Since the thermal density matrix commutes with $H_g$, $C(-t)=C(t)^*$.

Suppose that at long times $C\to e^{-S}e^{-i\delta t/\hbar}e^{-\Gamma t/2}$. The transform of this part is a Lorentzian of weight $e^{-S}$, centred at $E_0+\delta$, with full width $\Gamma$. If $\Gamma=0$ it is a delta function. The question of width is therefore whether $|C(t)|$ levels off at a nonzero value or keeps falling.

### One oscillator, linear coupling

For one mode, let $\varepsilon=f(b+b^\dagger)$ with $f$ real, and set $\alpha=Df/\hbar\omega$. Completing the square,

$$H_e=\hbar\omega\left[(b^\dagger+\alpha)(b+\alpha)+\tfrac12\right]-\hbar\omega\alpha^2 .$$

The unitary operator $W=e^{\alpha(b^\dagger-b)}$ satisfies $W^\dagger bW=b+\alpha$, so $H_e=W^\dagger H_gW-\hbar\omega\alpha^2$. Hence

$$C(t)=e^{i\omega\alpha^2t}\,\langle W^\dagger(t)\,W\rangle ,\qquad W^\dagger(t)=e^{iH_gt/\hbar}W^\dagger e^{-iH_gt/\hbar}.$$

With $z=e^{i\omega t}$ the two factors are $e^A$ and $e^B$, where $A=-\alpha(zb^\dagger-z^*b)$ and $B=\alpha(b^\dagger-b)$. Their commutator is a number:

$$[A,B]=-\alpha^2(z-z^*)=-2i\alpha^2\sin\omega t .$$

So $e^Ae^B=e^{A+B}e^{-i\alpha^2\sin\omega t}$, with $A+B=\beta b^\dagger-\beta^*b$ and $\beta=\alpha(1-z)$.

The thermal average of $e^{A+B}$ is found as follows. Let $n=1/(e^{\hbar\omega/kT}-1)$, let $X=e^{\beta b^\dagger}e^{-\gamma b}$, and let $F=\langle X\rangle$ with $\beta,\gamma$ independent. The density matrix $R$ obeys $Rb^\dagger=e^{-\hbar\omega/kT}b^\dagger R$. Moving $b^\dagger$ around the trace gives

$$\langle b^\dagger X\rangle=e^{-\hbar\omega/kT}\langle Xb^\dagger\rangle
=e^{-\hbar\omega/kT}\left(\langle b^\dagger X\rangle-\gamma\langle X\rangle\right),$$

because $[e^{-\gamma b},b^\dagger]=-\gamma e^{-\gamma b}$. Solving, $\langle b^\dagger X\rangle=-\gamma nF$. The left side is $\partial F/\partial\beta$, and $F=1$ at $\beta=0$, so $F=e^{-\beta\gamma n}$. Joining the two exponentials of $X$ into one supplies a factor $e^{-\beta\gamma/2}$. With $\gamma=\beta^*$,

$$\langle e^{\beta b^\dagger-\beta^*b}\rangle=e^{-|\beta|^2(n+1/2)} .$$

Here $|\beta|^2=2\alpha^2(1-\cos\omega t)$, and therefore

$$C(t)=\exp\left\{i\alpha^2(\omega t-\sin\omega t)-\alpha^2(2n+1)(1-\cos\omega t)\right\}.$$

**Limit.** At short times $\ln|C|\approx-D^2f^2(2n+1)t^2/2\hbar^2$. This is minus half the variance of $D\varepsilon$ times $t^2/\hbar^2$, as it must be for an energy that has not had time to change. After each full period $|C|$ returns to 1: one oscillator gives a set of sharp lines and no width.

### Many oscillators

Independent modes multiply in $C$, so their exponents add. The coupling enters through the spectral density of the strain,

$$\varepsilon=\sum_qf_q(b_q+b_q^\dagger),\qquad G(\omega)=\sum_qf_q^2\,\delta(\omega-\omega_q).$$

With $2n+1=\coth(\hbar\omega/2kT)$,

$$\ln|C(t)|=-\frac{D^2}{\hbar^2}\int_0^{\omega_D}\!d\omega\,\frac{G(\omega)}{\omega^2}\coth\frac{\hbar\omega}{2kT}\,(1-\cos\omega t).$$

The phase growing with $t$ is a constant energy,

$$\delta_D=-D^2\int_0^{\omega_D}\frac{G}{\hbar\omega}\,d\omega=-\tfrac12D^2\chi,\qquad \chi=2\int_0^{\omega_D}\frac{G}{\hbar\omega}\,d\omega .$$

It is independent of temperature. The quantity $\chi$ is the static compliance of the strain: a term $F\varepsilon$ in the Hamiltonian displaces each mode by $\langle b_q\rangle=-Ff_q/\hbar\omega_q$, and so produces $\langle\varepsilon\rangle=-\chi F$.

### The strain spectrum in three dimensions

Take $\varepsilon=\partial u_z/\partial z$ at the defect, with $z$ the defect axis. In an isotropic solid of volume $\mathcal V$, a phonon of wavevector $\mathbf q$ and polarization $\mathbf e$ has displacement amplitude $\sqrt{\hbar/2\rho\mathcal V\omega}$. The derivative brings down $q_z$, and the remaining phase can be absorbed in $b_q$. Hence

$$f_q^2=\frac{\hbar}{2\rho\mathcal V\omega_q}(q_ze_z)^2 .$$

Let $\mu=q_z/q$. For the longitudinal branch $\mathbf e$ is along $\mathbf q$, so $(q_ze_z)^2=q^2\mu^4$, whose directional average is $q^2/5$. The squares of $e_z$ over all three polarizations add to 1, so the two transverse branches together give $q^2\mu^2(1-\mu^2)$, with average $q^2(\frac13-\frac15)=\frac2{15}q^2$. For a branch with average $Aq^2$ and speed $v$, put $q=\omega/v$:

$$\frac{\mathcal V}{8\pi^3}\,4\pi\frac{\omega^2}{v^3}\;\frac{\hbar}{2\rho\mathcal V\omega}\;A\frac{\omega^2}{v^2}=\frac{\hbar A\,\omega^3}{4\pi^2\rho v^5}.$$

Summing the branches,

$$G(\omega)=a\omega^3,\qquad a=\frac{\hbar}{4\pi^2\rho v_s^5},\qquad \frac1{v_s^5}=\frac1{5v_L^5}+\frac2{15v_T^5}.$$

All branches are cut off at the common frequency $\omega_D=k\theta/\hbar$, where $\theta$ is the Debye temperature. Of the three powers of $\omega$, two come from the number of modes and one from the coupling: strain brings $q^2$, and the squared amplitude brings $1/\omega$.

**Test.** The sum of $f_q^2$ was taken directly over the wavevectors of a periodic box, with $v_L/v_T=5/3$ and transverse wavenumbers up to 50 in units of $2\pi$ over the box side. Divided by the integral of the formula, it gives 0.9998.

### Why the line stays sharp

Insert $G=a\omega^3$. The function multiplying $(1-\cos\omega t)$ is $a\omega\coth(\hbar\omega/2kT)$, which tends to the finite value $2akT/\hbar$ at $\omega=0$. It is smooth up to the cutoff, so one integration by parts shows that its integral with $\cos\omega t$ falls at least as fast as $1/t$. What remains is constant:

$$|C|\to e^{-S(T)},\qquad S(T)=\frac{D^2a}{\hbar^2}\int_0^{\omega_D}\omega\coth\frac{\hbar\omega}{2kT}\,d\omega .$$

This treatment of $D$ is not an expansion. The zero-phonon line is a delta function of weight $e^{-S}$, and the rest of the absorption lies in the phonon sideband.

At $T=0$ the integral is $\omega_D^2/2$. The thermal part is $2\int\omega n\,d\omega$, found from

$$\int_0^\infty\frac{x^{s-1}}{e^x-1}dx=\Gamma_s\,\zeta(s),$$

where $\Gamma_s=(s-1)!$ for integer $s$. The formula follows by expanding $1/(e^x-1)=\sum_{j\ge1}e^{-jx}$ and integrating each term. With $s=2$ and $\zeta(2)=\pi^2/6$, for $T\ll\theta$,

$$S(T)=S_0\left[1+\frac{2\pi^2}{3}\frac{T^2}{\theta^2}\right],\qquad S_0=\frac{D^2\omega_D^2}{8\pi^2\rho\hbar v_s^5}.$$

**Limit: other spectra.** For plane strain waves in $d$ dimensions the mode count gives $\omega^{d-1}$ and the coupling one more power, so $G=a_d\,\omega^d$. At low frequency $\coth(\hbar\omega/2kT)\approx2kT/\hbar\omega$, and three behaviours result:

- $d=3$: $-\ln|C|$ levels off, and the line is sharp.
- $d=2$: $-\ln|C|$ grows as $(2a_2D^2kT/\hbar^3)\ln t$. There is a power-law decay and no delta function.
- $d=1$: since $\int_0^\infty(1-\cos\omega t)\,d\omega/\omega^2=\pi t/2$, $-\ln|C|$ grows as $\pi a_1D^2kT\,t/\hbar^3$. The line has width $\Gamma=2\pi a_1D^2kT/\hbar^3$.

These were tested by direct integration with $\hbar=k=D=a_d=\omega_D=1$ and $T=0.1$. Between $t=200$ and $t=400$, $-\ln|C|$ changes by $-0.0022$, $0.1364$ and $62.83$ for $d=3,2,1$. The asymptotic forms give $0$, $0.2\ln2=0.1386$ and $20\pi=62.83$.

The physical reason is that a width needs slow noise. Fluctuations of the transition energy at finite frequency move weight into sidebands; the part at zero frequency makes the phase drift without limit. The noise power of the strain is proportional to $G\coth(\hbar\omega/2kT)$. In three dimensions it vanishes as $\omega^2$, fast enough to keep the total spread of the phase finite. In two dimensions it vanishes only as $\omega$, and the spread still grows as $\ln t$.

### Quadratic coupling: the mean shift

Now let $D=0$ and return to one mode. In terms of $x=(b+b^\dagger)/\sqrt2$, the potential $\frac12\hbar\omega x^2$ becomes $(\frac12\hbar\omega+Kf^2)x^2$. The frequency changes to

$$\omega'=\omega\sqrt{1+2Kf^2/\hbar\omega}\approx\omega+Kf^2/\hbar .$$

The transition with $m$ phonons present is then shifted by $(m+\frac12)Kf^2$, which is $\frac12K$ times the mean of $\varepsilon^2$ in that state.

For a continuum, let $U(t)=e^{iH_gt/\hbar}e^{-iH_et/\hbar}$. Differentiating,

$$\frac{dU}{dt}=-\frac i\hbar V(t)U,\qquad V(t)=e^{iH_gt/\hbar}Ve^{-iH_gt/\hbar}.$$

To first order in $K$, $\ln C=-i\langle V\rangle t/\hbar$, which shifts the line by $\frac12K\langle\varepsilon^2\rangle$. As $\langle\varepsilon^2\rangle=\int G(2n+1)d\omega$, subtracting the zero-temperature value leaves

$$\delta E=K\int_0^{\omega_D}Gn\,d\omega .$$

For $T\ll\theta$, put $x=\hbar\omega/kT$ and extend the upper limit to infinity:

$$\delta E=Ka\left(\frac{kT}\hbar\right)^4\int_0^\infty\frac{x^3dx}{e^x-1}=Ka\left(\frac{kT}\hbar\right)^4\frac{\pi^4}{15},$$

since $3!\,\zeta(4)=6\pi^4/90$. Inserting $a$ gives the stated $T^4$ law. A lattice that is softer in the excited state ($K<0$) gives a red shift on warming.

**Limit.** At first order in $K$ and for $T\gg\theta$, $n\approx kT/\hbar\omega$ and $\delta E\approx\frac12K\chi kT$. This is equipartition for a spring of compliance $\chi$, whose mean square strain is $\chi kT$.

## Second half: the width, its limits, and silicon

### What is carried over

The strain at the defect is $\varepsilon=\sum_qf_q(b_q+b_q^\dagger)$, with spectral density $G=a\omega^3$ up to $\omega_D=k\theta/\hbar$ and $a=\hbar/4\pi^2\rho v_s^5$. Its static compliance is $\chi=2\int G\,d\omega/\hbar\omega$, and $n(\omega)$ is the thermal phonon number. The excited state adds $V=D\varepsilon+\frac12K\varepsilon^2$ to the lattice energy. The line is set by $C(t)=\langle U(t)\rangle$, where $dU/dt=-(i/\hbar)V(t)U$, and $|C|\sim e^{-\Gamma t/2}$ means a full width $\Gamma$. Linear coupling alone leaves $\Gamma=0$. Quadratic coupling shifts the line at first order by $\delta E=K\int Gn\,d\omega\propto T^4$.

### Width from energy noise

Solve for $U$ by iteration to second order and average. With

$$c_1=-\frac i\hbar\langle V\rangle t,\qquad c_2=-\frac1{\hbar^2}\int_0^tdt_1\int_0^{t_1}dt_2\,\langle V(t_1)V(t_2)\rangle,$$

$\ln C=c_1+c_2-\frac12c_1^2$ to this order. The term $-\frac12c_1^2=t^2\langle V\rangle^2/2\hbar^2$ removes the product of means from $c_2$. Let $\delta V=V-\langle V\rangle$. The correlation depends only on $\tau=t_1-t_2$, and each $\tau$ occurs over a range $t-\tau$, so

$$\ln C=-\frac i\hbar\langle V\rangle t-\frac1{\hbar^2}\int_0^td\tau\,(t-\tau)\,\langle\delta V(\tau)\delta V(0)\rangle .$$

If the correlation dies out fast enough, the real part at long times is $-t/\hbar^2$ times the integral of its real part from 0 to $\infty$. Reversing $\tau$ conjugates the correlation, so this is half the integral over all $\tau$. Comparison with $-\Gamma t/2$ gives

$$\Gamma=\frac1{\hbar^2}\int_{-\infty}^{\infty}d\tau\,\langle\delta V(\tau)\delta V(0)\rangle .$$

The width is the noise power of the transition energy at zero frequency.

**Limit: linear coupling.** The strain correlation is

$$c(\tau)=\langle\varepsilon(\tau)\varepsilon(0)\rangle=\int_{-\infty}^{\infty}d\omega\,J(\omega)e^{-i\omega\tau},$$

where $J(\omega)=G(\omega)[n(\omega)+1]$ for emission ($\omega>0$) and $J(-\omega)=G(\omega)n(\omega)$ for absorption. For $V=D\varepsilon$ the formula gives $\Gamma=2\pi D^2J(0)/\hbar^2$. With $G=a\omega^3$, $J(0)=0$. With $G=a_1\omega$, $J(0)=a_1kT/\hbar$ and $\Gamma=2\pi a_1D^2kT/\hbar^3$. Both agree with the exact linear solution of the first half.

### Width from quadratic coupling

Set $V=\frac12K\varepsilon^2$. The correlation of $\varepsilon^2(\tau)$ with $\varepsilon^2(0)$, less the product of means, needs operators at the two times to be paired. The two strain factors at $\tau$ come from modes $q$ and $q'$, and those at 0 from the same modes in either order: two pairings, each contributing $c(\tau)^2$. Terms with all four factors from one mode are proportional to $\sum_qf_q^4$. Since $f_q^2\propto1/\mathcal V$, they vanish as $1/\mathcal V$ in a large crystal. Thus

$$\langle\delta V(\tau)\delta V(0)\rangle=\frac{K^2}4\,2c(\tau)^2=\frac{K^2}2c(\tau)^2 .$$

Integration over $\tau$ forces the two frequencies in $c^2$ to add to zero:

$$\int_{-\infty}^{\infty}c(\tau)^2d\tau=2\pi\int_{-\infty}^{\infty}J(\omega)J(-\omega)\,d\omega=4\pi\int_0^{\omega_D}G^2n(n+1)\,d\omega .$$

The last step counts positive and negative $\omega$ equally. Therefore

$$\Gamma=\frac{2\pi K^2}{\hbar^2}\int_0^{\omega_D}G(\omega)^2\,n(n+1)\,d\omega .$$

One frequency in each pair is positive and the other negative: a thermal phonon is absorbed and another of the same energy is emitted. The golden rule gives the same expression. In $\frac12K\varepsilon^2$ the term that turns $q$ into $q'$ appears twice, so its amplitude is $Kf_qf_{q'}$, and the total scattering rate is

$$\frac{2\pi}{\hbar^2}\sum_{qq'}K^2f_q^2f_{q'}^2\,n_q(n_{q'}+1)\,\delta(\omega_q-\omega_{q'}),$$

which is the integral above. The defect neither gains nor loses energy. In this model the ground state does not scatter phonons, so a scattered phonon records that the defect was excited, and the optical phase is lost.

Linear coupling takes weight from the line but leaves it sharp, while quadratic coupling shifts it as $T^4$ at low temperature and gives it a width, now written as an integral over $G^2n(n+1)$. It remains to obtain the $T^7$ law from that integral, to treat stronger quadratic coupling and both couplings together, and to see how far the results reach for a model defect in silicon.

Numbers in the example were calculated in double precision.
